# Layer-Resolved Charge in a Five-Layer Semiconductor on Metal

**What goes wrong without a coupled solution**

Five semiconductor layers lie on a metal whose Fermi level, before charge moves, is 0.30 eV above their conduction edge. The direct way to find the charge is to fill each layer up to that Fermi level, compute the resulting potential, refill the layers, and repeat.

Take an electron density of states of \(417.73\times10^{12}\) per eV and cm². Filling 0.30 eV of it puts \(125\times10^{12}\) cm⁻² electrons in every layer. Five layers then hold about 100 µC/cm², and across a metal gap of 3.54 µF/cm² this charge drops \(100/3.54\approx28\) V. The assumed band position was wrong by a hundred times the energy that drove the transfer. In the next round the 28 V lifts even the valence band far above the Fermi level, and the layers fill with holes instead.

A better first guess does not cure this. To see why, and to find a scheme that works, the equations must be written down.

**Charge on one sheet**

Each layer is a charge sheet of zero thickness, numbered \(i=1,\dots,5\) outward from the metal. The metal has potential \(\phi_0=0\), and its Fermi level is the energy zero. With \(e>0\), a potential \(\phi_i\) shifts electron energies by \(-e\phi_i\), so

\[
E_{c,i}=B-e\phi_i,\qquad E_{v,i}=E_{c,i}-E_g .
\]

The flat-band offset \(B\) includes any fixed interface dipole. Here \(B=-0.30\) eV and \(E_g=1.5\) eV.

For a parabolic band with total degeneracy \(\nu\) (spin times valleys), the number of states per area in \(dk\) is \(\nu k\,dk/(2\pi)\). Since \(\varepsilon=\hbar^2k^2/2m\) gives \(k\,dk=m\,d\varepsilon/\hbar^2\), the density of states is constant, \(g=\nu m/(2\pi\hbar^2)\). In equilibrium

\[
n_i=g_c\int_0^\infty\frac{d\varepsilon}{1+e^{(\varepsilon+E_{c,i})/kT}}
=g_c\Big[-kT\ln\!\big(1+e^{-(\varepsilon+E_{c,i})/kT}\big)\Big]_0^\infty .
\]

The upper limit vanishes, which leaves

\[
n_i=g_ckT\ln\!\big(1+e^{-E_{c,i}/kT}\big),\qquad
p_i=g_vkT\ln\!\big(1+e^{E_{v,i}/kT}\big).
\]

The hole formula follows in the same way from the empty fraction \(1-f\) at energy \(E_{v,i}-\varepsilon\). Far above the Fermi level \(n_i\to g_ckT\,e^{-E_{c,i}/kT}\); far below it \(n_i\to-g_cE_{c,i}\). With \(N_D\) ionised donors per layer and area, the sheet charge is

\[
\sigma_i=e(N_D+p_i-n_i).
\]

Its response to potential is needed below. Differentiating the logarithms gives \(dn/dE_c=-g_cf(E_c)\) and \(dp/dE_v=g_v[1-f(E_v)]\), while both edges move as \(-e\phi\). Hence

\[
\frac{d\sigma_i}{d\phi_i}=-C_{q,i},\qquad
C_{q,i}=e^2\big\{g_cf(E_{c,i})+g_v[1-f(E_{v,i})]\big\}>0 .
\]

\(C_q\) is the quantum capacitance. A more positive potential makes the sheet more negative.

**Gauss's law between sheets**

Let \(D_i\) be the displacement, positive outward, between sheets \(i\) and \(i+1\). A gap of thickness \(d_i\) and relative permittivity \(\epsilon_i\) has areal capacitance \(C_i=\epsilon_0\epsilon_i/d_i\), so \(D_i=C_i(\phi_i-\phi_{i+1})\). A pillbox around sheet \(i\) gives

\[
D_i-D_{i-1}=\sigma_i .
\]

There is no field inside the metal, so its surface charge is \(\sigma_M=D_0\). No gate lies above the stack, so \(D_5=0\). Adding the five pillboxes gives \(\sigma_M=-\sum_i\sigma_i\). Inserting the capacitor relation gives

\[
C_{i-1}(\phi_i-\phi_{i-1})+C_i(\phi_i-\phi_{i+1})=\sigma_i(\phi_i),\qquad C_5\equiv0,
\]

or \(K\phi=\sigma(\phi)\) with a tridiagonal matrix \(K\). It is positive definite: \(\phi^TK\phi=\sum_{i=0}^{4}C_i(\phi_i-\phi_{i+1})^2\) vanishes only if all potentials equal \(\phi_0=0\).

**Why refilling diverges**

The opening procedure is the iteration \(\phi\leftarrow K^{-1}\sigma(\phi)\). A small error \(\delta\) about the solution becomes \(-K^{-1}C_q\delta\), where \(C_q\) is now the diagonal matrix of quantum capacitances. This product has the same eigenvalues as \(-S\), with \(S=C_q^{1/2}K^{-1}C_q^{1/2}\) symmetric. The largest eigenvalue of a symmetric matrix is at least as large as any diagonal entry.

The first entry is easy to find. A charge placed on layer 1 alone sends all its flux through \(C_0\), because the top is open, so \((K^{-1})_{11}=1/C_0\). Therefore

\[
s_{\max}\ge C_{q,1}/C_0 .
\]

At the solution found below this ratio is \(25.1/3.54=7.1\). One error pattern thus grows at least sevenfold per round and changes sign each time, however close the start.

Mixing in a fraction \(\alpha\) of the new potential changes the error factors to \(1-\alpha(1+s)\). Local stability then requires \(\alpha<2/(1+s_{\max})\), which the bound alone puts below 0.25; the full eigenvalue here is \(s_{\max}=13.2\), so the actual limit is 0.14, and the limit depends on the unknown solution. The cause is that charge is computed as if the potential would not respond. The remedy is to include that response in each step.

**There is one solution to find**

Choose a trial \(\phi_5\) and march toward the metal:

\[
D_{i-1}=D_i-\sigma_i(\phi_i),\qquad \phi_{i-1}=\phi_i+D_{i-1}/C_{i-1}.
\]

Let a prime denote the derivative with respect to \(\phi_5\). At the top \(\phi_5'=1\) and \(D_5'=0\). Each step gives

\[
D_{i-1}'=D_i'+C_{q,i}\phi_i'\ge0,\qquad
\phi_{i-1}'=\phi_i'+D_{i-1}'/C_{i-1}\ge\phi_i'\ge1 .
\]

The computed metal potential therefore rises continuously with slope at least one. It crosses zero once, so the equations have one solution. Marching with a scalar root search is itself a usable solver, but it amplifies an error in \(\phi_5\) at every layer, which becomes awkward in thick stacks.

**The step that includes the response**

Define the residual \(R(\phi)=K\phi-\sigma(\phi)\). Its Jacobian is \(J=K+C_q\). The Newton step \(s\) solves

\[
(K+C_q)\,s=-R .
\]

Geometric and quantum capacitance now act together, so a layer that would take up much charge also resists a change of potential.

Full steps can overshoot far from the solution, because \(C_q\) varies strongly. Take \(\phi\to\phi+ts\), starting with \(t=1\) and halving \(t\) until \(|R_{\rm new}|\le(1-10^{-4}t)|R|\). To show that this succeeds, let \(\lambda>0\) be the smallest eigenvalue of \(K\). Since \(C_q\ge0\), \(J\) has no eigenvalue below \(\lambda\), and \(|s|\le|R|/\lambda\). The derivative of each \(C_{q,i}\) is bounded, since \(f(1-f)\le1/4\):

\[
\left|\frac{dC_{q,i}}{d\phi_i}\right|\le L=\frac{e^3\max(g_c,g_v)}{4kT}.
\]

Integrating the Jacobian along the step and using \(Js=-R\),

\[
R(\phi+ts)=(1-t)R+\int_0^t\big[J(\phi+\tau s)-J(\phi)\big]s\,d\tau .
\]

The bracket is at most \(L\tau|s|\) in norm, so the integral is at most \(Lt^2|s|^2/2\), and

\[
|R(\phi+ts)|\le|R|\left(1-t+\frac{Lt^2|R|}{2\lambda^2}\right).
\]

A small enough \(t\) is accepted. Because \(|R|\) never grows, the accepted \(t\) stays above a fixed positive value, and \(|R|\) falls at least geometrically. Near the solution \(t=1\) is accepted and \(|R_{\rm new}|\le L|R|^2/(2\lambda^2)\): convergence is quadratic.

A small residual also means a small potential error. With \(\phi^*\) the solution, \(R(\phi)=\bar J(\phi-\phi^*)\), where \(\bar J\) is the Jacobian averaged along the connecting line. Its eigenvalues are also at least \(\lambda\), so \(|\phi-\phi^*|\le|R|/\lambda\).

**The example**

The parameters are round values in the regime of few-layer transition-metal dichalcogenides; no particular compound is meant. The temperature is 300 K (\(kT=25.85\) meV), and each layer has \(0.20\times10^{12}\) cm⁻² donors. Electron and hole masses are 0.5 and 0.6 free-electron masses, each with degeneracy 4. The metal gap is 0.50 nm with permittivity 2, so \(C_0=3.54\) µF/cm². Layers are 0.65 nm apart with permittivity 6, giving 8.17 µF/cm².

Starting from \(\phi=0\), the case that ruined the naive scheme, eight full Newton steps suffice; no halving is needed. In units of \(e/\)nm², three successive residuals are \(1.545\times10^{-4}\), \(7.516\times10^{-7}\) and \(1.791\times10^{-11}\). Dividing each of the last two by the square of its predecessor gives 31.5 and 31.7 nm²/\(e\), the nearly constant ratio of quadratic convergence. Uniform starts at \(-2.0\), \(-0.7\), \(0.5\) and \(2.0\) V, and the marching method, give the same potentials to within 4 µV.

| Layer | \(\phi\) (V) | \(E_c\) (eV) | \(n\) (10¹² cm⁻²) | \(\sigma\) (µC/cm²) |
|---|---|---|---|---|
| 1 | −0.3131 | 0.0131 | 5.085 | −0.7827 |
| 2 | −0.3531 | 0.0531 | 1.304 | −0.1769 |
| 3 | −0.3714 | 0.0714 | 0.662 | −0.0741 |
| 4 | −0.3806 | 0.0806 | 0.468 | −0.0429 |
| 5 | −0.3846 | 0.0846 | 0.403 | −0.0324 |

**Gauss's law checked**

For layer 1, \(D_0=3.5417\times0.313145=1.1091\) µC/cm² and \(D_1=8.1731\times(0.353075-0.313145)=0.3264\) µC/cm². Their difference, \(D_1-D_0=-0.7827\) µC/cm², must equal the charge counted from the carriers. That is \((0.200-5.085)\times10^{12}\) cm⁻² times \(e\), again \(-0.7827\) µC/cm².

A check of the whole stack uses no tridiagonal matrix. A single sheet sends \(\sigma_j/2\) to each side. With the reduced distance \(\tau_i=\sum_{k<i}1/C_k\), its potential is \(-\sigma_j|\tau-\tau_j|/2\). Superposing the metal and all layers, and setting the metal to zero, gives

\[
\phi_i=-\tfrac12\sum_{j=0}^{5}\sigma_j\big(|\tau_i-\tau_j|-\tau_j\big),\qquad \sigma_0=\sigma_M .
\]

With layer charges from numerical integration over \(k\), and \(\sigma_M\) from the first capacitor alone, this reproduces the potentials to \(2\times10^{-16}\) V. The metal carries \(+1.109\) µC/cm² and the layers together \(-1.109\) µC/cm².

**The common electrochemical potential checked**

The densities were computed with the metal's Fermi level, so inverting the same logarithm would prove nothing. A meaningful check asks whether moving an electron from metal to layer costs free energy. At fixed donors and holes, the free energy per area is

\[
F=\sum_{i=0}^{4}\frac{D_i^2}{2C_i}+\sum_{i=1}^{5}\big[F_{\rm gas}(n_i)+Bn_i\big],\qquad
D_i=-\sum_{j>i}\sigma_j ,
\]

where \(F_{\rm gas}\) is the kinetic energy minus \(T\) times the entropy. The metal contributes nothing, since its electrons leave from energy zero. Adding electrons to layer \(i\) raises \(D_k\) by \(e\) per electron for every \(k<i\) and leaves the other \(D_k\) unchanged. Thus

\[
\frac{\partial F}{\partial n_i}=e\sum_{k<i}\frac{D_k}{C_k}+\eta_i+B
=e(\phi_0-\phi_i)+\eta_i+B=\eta_i+E_{c,i},
\]

with \(\eta_i=dF_{\rm gas}/dn_i\) the chemical potential measured from the band edge. This sum is the electrochemical potential \(\mu_i\), and equilibrium with the metal requires \(\mu_i=0\).

Finite differences of \(F\), with energy and entropy integrated numerically, give \(|\mu_i|<10^{-6}\) eV in all five layers. The check can fail: raising \(\eta_1\) by 0.010 eV gives \(\mu_1=0.090\) eV. The linear estimate is \(0.010\,(1+C_{q,1}/C_0)=0.081\) eV; the rest comes from the growth of \(C_{q,1}\) as the layer fills. Electrostatics accounts for most of the penalty, the same stiffness that broke the naive scheme.

**Reading the profile**

The total transferred charge obeys \(\sigma_M=-C_0\phi_1=C_0(E_{c,1}-B)/e\). In a one-layer stack without donors or holes at zero temperature, \(n=-g_cE_c\) and this becomes

\[
\sigma_M=\frac{-B}{e}\,\frac{C_0\,e^2g_c}{C_0+e^2g_c},
\]

the offset voltage across two capacitors in series. It can never exceed \(C_0|B|/e=1.06\) µC/cm². The example exceeds this value because at 300 K its first band edge lies 13 meV above the Fermi level and still holds many electrons.

Layer 1 holds 64% of the electrons. Its quantum capacitance is three times the interlayer capacitance, so it screens much of the field before layer 2. With both densities of states divided by ten and everything else fixed, its share falls to 49%.

Deep in a thick stack each layer would be neutral, with \(n=N_D\), which requires \(E_c=0.103\) eV and \(C_q=1.23\) µF/cm². A small deviation \(\delta_i\) there obeys \(C(2\delta_i-\delta_{i-1}-\delta_{i+1})=-C_q\delta_i\). Inserting \(\delta_i\propto e^{-\kappa i}\) gives

\[
2\cosh\kappa=2+C_q/C=2.15,\qquad \kappa=0.385 ,
\]

a decay length of 2.6 layers, or 1.7 nm. Five layers are less than two decay lengths, too few for the top layer to become neutral: it still holds twice its donor density. Part of this excess comes from the open top: layer 5 of a 30-layer stack holds 1.6 times its donor density. Near the metal, where \(C_q\) is larger, the decay is also faster than \(\kappa=0.385\).

**Beside a real contact**

The spacing, masses and gap are roughly typical of these semiconductors. The offset of −0.30 eV is favourable: a deposited metal can instead leave a positive barrier, for example of order 0.1 eV, when interface states and defects pin the Fermi level. If pinning held \(E_{c,1}\) at +0.10 eV, the density formula would give \(0.22\times10^{12}\) cm⁻² in layer 1, about 23 times less than here. A milder dipole change, to \(B=-0.20\) eV, lowers \(n_1\) by 32%.

Other omissions and parameter changes were sized by solving again with one change at a time:

- Narrowing the metal gap by 0.05 nm, with the layer spacings unchanged, raises \(n_1\) by 11%.
- Exchange, estimated as \((2/\pi)e^2k_F/(4\pi\epsilon_0\bar\epsilon)=0.039\) eV with \(k_F=\sqrt{\pi n_1}\) and \(\bar\epsilon=\sqrt{15\cdot6}\), the geometric mean of an assumed in-plane permittivity of 15 and the out-of-plane value 6, raises \(n_1\) by 29% when applied as a fixed shift to layer 1 alone, and by 27% when applied to all layers and updated with their densities. This zero-temperature form overstates the shift, because \(n_1/g_c=12\) meV is only half of \(kT\) and the layer is not degenerate. First-order exchange evaluated at 300 K gives 0.024 eV at the same density and, applied to all layers self-consistently, raises \(n_1\) by about 19%. Both forms omit correlation and screening by the metal, so they give a scale only.
- A Lorentzian broadening of 10 meV full width in layer 1 by the metal, cut off at midgap, adds 12%. More than half of this comes from the slow Lorentzian tail over 0.1 eV below the band edge, so the figure depends on the cutoff.
- Satellite valleys 0.10 eV higher, with mass 0.6 and degeneracy 12, add 1%. This small figure depends on the assumed offset and on the absence of coupling between layers. In real multilayers these valleys often lie near or below the main ones and couple strongly. Aligned with the main valleys they add 17%. At 0.10 eV higher with 0.10 eV interlayer hopping they lower \(n_1\) by 19% and the share of layer 1 to 48%.
- Operation at 400 K changes \(n_1\) by −0.4% and the total by +5%.
- Interlayer hopping of 20 meV changes \(n_1\) by −3%.

Hopping of 20 meV matters more for the meaning of the result than for \(n_1\). Beyond layer 2 the band-edge steps are 18, 9 and 4 meV, all below 20 meV. Electron states there spread over several layers, and a layer's charge is then a spatial weight, not the filling of its own band.

The field is 6.3 MV/cm in the metal gap and 0.6 MV/cm between layers 1 and 2. The lowest conduction edge still lies 1.43 eV above the highest valence edge, so interband tunnelling between layers is closed in equilibrium. An applied bias needs a separate calculation, as does the contact edge, where the charge varies laterally. The donors average one per \((22\ \text{nm})^2\) in each layer, so their uniform charge is also an average over distances much larger than the stack. The full set of values is in the numerical output.

## Numbers as computed

```
T = 300 K, kT = 0.025852 eV
offset = -0.30 eV, band gap = 1.50 eV
donors per layer = 0.20 e12/cm2
masses: electron 0.5, hole 0.6 m0; degeneracy 4
distances: metal gap 0.50, layers 0.65 nm
relative permittivity: metal gap 2.0, layers 6.0
DOS: electron 417.73, hole 501.28 e12/(eV cm2)
C metal gap = 3.5417 uF/cm2
C interlayer = 8.1731 uF/cm2
Newton: step, phi1 (V), residual (e/nm2), step fraction
   0 +0.00000000 2.798e+00 0.0000
   1 -0.28589463 1.543e-01 1.0000
   2 -0.30518383 4.416e-02 1.0000
   3 -0.31113609 1.223e-02 1.0000
   4 -0.31278530 2.382e-03 1.0000
   5 -0.31312287 1.545e-04 1.0000
   6 -0.31314460 7.516e-07 1.0000
   7 -0.31314471 1.791e-11 1.0000
   8 -0.31314471 9.381e-17 1.0000
Newton steps used = 8
layer: phi (V), Ec (eV), n (e12/cm2), net charge (uC/cm2)
  1 -0.313145 +0.013145 5.08525 -0.782703
  2 -0.353075 +0.053075 1.30403 -0.176885
  3 -0.371363 +0.071363 0.66246 -0.074094
  4 -0.380585 +0.080585 0.46792 -0.042926
  5 -0.384556 +0.084556 0.40253 -0.032449
layer: quantum C (uF/cm2), field below (MV/cm), mu (eV)
  1 25.1351 6.2629 +9.4e-07
  2 7.6128 0.6143 +6.4e-07
  3 3.9822 0.2814 +5.0e-07
  4 2.8380 0.1419 +4.6e-07
  5 2.4488 0.0611 +4.8e-07
metal charge = +1.109057 uC/cm2
sum of layer charges = -1.109057 uC/cm2
total electrons = 7.92219 e12/cm2
largest hole density = 2.16e-11 /cm2
Gauss error = 5.5e-17 e/nm2
sheet-superposition error = 1.7e-16 V
mu1 after raising eta1 by 0.010 eV = 0.08977 eV
layer-1 share = 64.19 %, DOS/10: 48.72 %
lowest Ec minus highest Ev = 1.4286 eV
exchange shift = 0.0386 eV (in-plane eps 15.0)
valleys: +0.10 eV, mass 0.6 m0, degeneracy 12
broadening = 0.010 eV, hopping = 0.020 eV
neglected effect: n1, total n (e12/cm2), change of n1 (%)
  400 K: 5.064, 8.290, -0.4
  offset -0.20 eV: 3.479, 5.974, -31.6
  metal gap 0.45 nm: 5.662, 8.605, +11.3
  exchange, layer 1: 6.577, 8.586, +29.3
  satellite valleys: 5.152, 7.977, +1.3
  broadening, layer 1: 5.676, 8.178, +11.6
  interlayer hopping: 4.927, 8.029, -3.1
```
